\section*{Phonon Caroli formula and transmission across a junction of harmonic chains, part 1}

(Sections cited here and not found follow in the second part.)

Two semi-infinite harmonic chains are joined by one spring $k_c$. In Hartree atomic units the left chain has masses $m_L=2\times10^4$ and springs $k_L=0.08$, the right chain $m_R=10^5$ and $k_R=0.1$; these are round model values. A wave of frequency $\omega=10^{-3}$ sends the fraction $0.325$ of its energy flux across if $k_c=0.02$, and $0.776$ if $k_c=0.0889$. At $\omega=10^{-5}$ the same two springs transmit $0.8162$ and $0.8163$. The spring that decides the outcome at one frequency has dropped out at the other, and what remains is $40/49=0.8163$, a number fixed by the two chains.

\section{Setting and statement}

Displacements $x_j$ are mass weighted, $u_j=\sqrt{m_j}\,x_j$, $p_j=\dot u_j$, and $H=\tfrac12p^Tp+\tfrac12u^TDu$. Fourier transforms are $u(t)=\int\frac{d\omega}{2\pi}e^{-i\omega t}u(\omega)$. The symbol $\hbar$ is kept, and equals 1 in the numbers. The assumptions are:
\begin{enumerate}
\item[(A1)] The forces are harmonic and $D$ is real and symmetric. The atoms divide into semi-infinite leads $L$, $R$ and a finite centre $C$, with blocks $D_L,D_C,D_R$, couplings $V_{C\alpha}=V_{\alpha C}^T$, and $D_{LR}=0$. The part of $D_C$ due to springs between $C$ and lead $\alpha$ is the real symmetric matrix $K_\alpha$.
\item[(A2)] At $t_0\to-\infty$ the three parts are uncorrelated, and lead $\alpha$ is thermal at $T_\alpha$ for $H_\alpha=\tfrac12p_\alpha^Tp_\alpha+\tfrac12u_\alpha^TD_\alpha u_\alpha$, with $n_\alpha(\omega)=[e^{\hbar\omega/k_BT_\alpha}-1]^{-1}$.
\item[(A3)] The spectrum of $D$ is absolutely continuous: there are no localized modes.
\item[(A4)] With the definitions below, $\omega G$, $(\Sigma_\alpha+K_\alpha)G$ and $\Gamma_\alpha/\omega$ stay bounded as $\omega\to0$.
\end{enumerate}
Define
\begin{gather}
g_\alpha=[(\omega+i0)^2-D_\alpha]^{-1},\qquad \Sigma_\alpha=V_{C\alpha}g_\alpha V_{\alpha C},\qquad \Gamma_\alpha=i(\Sigma_\alpha-\Sigma_\alpha^\dagger),\nonumber\\
G=[\omega^2-D_C-\Sigma_L-\Sigma_R]^{-1}.\label{defs}
\end{gather}
The heat current $J$ is the mean power that the $L$--$C$ springs deliver to the centre,
\begin{equation}
J=\langle\dot u_C^Tf\rangle,\qquad f=-V_{CL}u_L-K_Lu_C ,\label{Jdef}
\end{equation}
with operator products symmetrized. The force $f$ depends on spring extensions, so it vanishes for a rigid translation.

\subsection*{Theorem}
(a) Under (A1)--(A4) the steady current is
\begin{equation}
J=\int_0^\infty\frac{d\omega}{2\pi}\,\hbar\omega\,\mathcal T(\omega)\,[n_L-n_R],\qquad
\mathcal T=\mathrm{Tr}\,[\Gamma_LG\,\Gamma_RG^\dagger].\label{caroli}
\end{equation}
(b) For two chains $(m_\alpha,k_\alpha)$ joined by $k_c>0$, let $Z_\alpha=\sqrt{k_\alpha m_\alpha}$, $\omega_\alpha=2\sqrt{k_\alpha/m_\alpha}$ and $\omega=\omega_\alpha\sin(q_\alpha/2)$. For $0<\omega<\min(\omega_L,\omega_R)$,
\begin{equation}
\mathcal T=\frac{4Y_LY_R}{(Y_L+Y_R)^2+\omega^2\kappa^2},\qquad
Y_\alpha=\frac{\cos(q_\alpha/2)}{Z_\alpha},\qquad
\kappa=\frac1{k_c}-\frac1{2k_L}-\frac1{2k_R},\label{closed}
\end{equation}
and $\mathcal T=0$ above the lower band top.

(c) As $\omega\to0$ at fixed $k_c$, $\mathcal T=\mathcal T_0[1+C\omega^2+O(\omega^4)]$ with
\begin{equation}
\mathcal T_0=\frac{4Z_LZ_R}{(Z_L+Z_R)^2},\qquad
C=\frac{Z_L-Z_R}{Z_L+Z_R}\Big(\frac1{2\omega_R^2}-\frac1{2\omega_L^2}\Big)-\frac1{\omega_*^2},\label{amm}
\end{equation}
where $\omega_*=(Z_L^{-1}+Z_R^{-1})/|\kappa|$.

\section{Proof of the Caroli formula}

\subsection*{Lemma 1 (elimination of the leads)}
In the steady state $u_C=G(\xi_L+\xi_R)$ and $V_{C\alpha}u_\alpha=\xi_\alpha+\Sigma_\alpha u_C$, where $\xi_\alpha=V_{C\alpha}u^0_\alpha$ and $u^0_\alpha$ is the free motion of the isolated lead.

\emph{Proof.} The Heisenberg equations are linear, $\ddot u=-Du$. For a lead they read $\ddot u_\alpha+D_\alpha u_\alpha=-V_{\alpha C}u_C$. With $\Omega=D_\alpha^{1/2}$ the solution from the data at $t_0$ is
\begin{equation}
u_\alpha(t)=u_\alpha^0(t)+\int_{t_0}^{t}ds\,g_\alpha(t-s)V_{\alpha C}u_C(s),\qquad g_\alpha(t)=-\theta(t)\frac{\sin\Omega t}{\Omega}.
\end{equation}
For $z=\omega+i\eta$, $-\int_0^\infty e^{izt}\,\Omega^{-1}\sin\Omega t\,dt=(z^2-\Omega^2)^{-1}$, which is $g_\alpha$ of \eqref{defs}; causality puts the infinitesimal on $\omega$, not on $\omega^2$. Multiplying by $V_{C\alpha}$ gives the second claim. The centre obeys $(\omega^2-D_C)u_C=V_{CL}u_L+V_{CR}u_R=\xi_L+\xi_R+(\Sigma_L+\Sigma_R)u_C$, which gives the first.

The initial data of the centre add $-\dot G(t-t_0)u_C(t_0)-G(t-t_0)p_C(t_0)$. By (A3), $G(t)=-\int_0^\infty d\omega\,\rho(\omega)\,\omega^{-1}\sin\omega t$ with $\rho$ the integrable spectral density of $D$ projected on $C$. The Riemann--Lebesgue lemma sends $\dot G$ and $\ddot G$ to zero, so these terms leave no velocity and drop out of \eqref{Jdef}. $\square$

\subsection*{Lemma 2 (noise of a lead)}
$\Gamma_\alpha$ is real, symmetric, odd in $\omega$ and non-negative for $\omega>0$, and the symmetrized spectrum of $\xi_\alpha$ is $S_\alpha=\hbar\Gamma_\alpha(n_\alpha+\tfrac12)$.

\emph{Proof.} Let $D_\alpha\phi_k=\omega_k^2\phi_k$ with real normalized $\phi_k$, and $W_k=V_{C\alpha}\phi_k\phi_k^TV_{\alpha C}$, a real symmetric non-negative matrix. Partial fractions give
\begin{equation}
\frac1{(\omega+i\eta)^2-\omega_k^2}=\frac1{2\omega_k}\Big[\frac1{\omega-\omega_k+i\eta}-\frac1{\omega+\omega_k+i\eta}\Big],
\end{equation}
and $i(y-y^*)=-2\,\mathrm{Im}\,y$ with $\mathrm{Im}\,(x+i\eta)^{-1}\to-\pi\delta(x)$ yields
\begin{equation}
\Gamma_\alpha=2\pi\sum_k\frac{W_k}{2\omega_k}\,[\delta(\omega-\omega_k)-\delta(\omega+\omega_k)],
\end{equation}
which has the stated properties. The free motion is $u_\alpha^0=\sum_k\sqrt{\hbar/2\omega_k}\,\phi_k(a_ke^{-i\omega_kt}+a_k^\dagger e^{i\omega_kt})$. With $\langle a^\dagger_ka_k\rangle=n_k$ and $\langle a_ka_k^\dagger\rangle=n_k+1$,
\begin{align}
\tfrac12\langle\{\xi_\alpha(t),\xi_\alpha^T(0)\}\rangle&=\sum_k\frac{\hbar W_k}{2\omega_k}(2n_k+1)\cos\omega_kt,\\
S_\alpha(\omega)&=2\pi\hbar\sum_k\frac{W_k}{2\omega_k}(n_k+\tfrac12)[\delta(\omega-\omega_k)+\delta(\omega+\omega_k)],
\end{align}
the second line being $\int dt\,e^{i\omega t}$ of the first. Since $n(-\omega)=-1-n(\omega)$, the function $n+\tfrac12$ is odd, and its sign change turns the minus sign in $\Gamma_\alpha$ into the plus sign in $S_\alpha$. $\square$

\subsection*{Lemma 3 (identities)}
With $\Gamma=\Gamma_L+\Gamma_R$: $G^\dagger-G=iG\,\Gamma G^\dagger$. Also $\mathcal T\ge0$, $\mathcal T(-\omega)=\mathcal T(\omega)$, and $\mathcal T$ is unchanged by $L\leftrightarrow R$.

\emph{Proof.} $G^\dagger-G=G\,[G^{-1}-(G^\dagger)^{-1}]\,G^\dagger=G\,[\Sigma^\dagger-\Sigma]\,G^\dagger$ with $\Sigma=\Sigma_L+\Sigma_R$, and $\Sigma-\Sigma^\dagger=-i\Gamma$. For $\omega>0$, $\mathcal T=\mathrm{Tr}\,BB^\dagger\geq0$ with $B=\Gamma_L^{1/2}G\,\Gamma_R^{1/2}$. The kernels $g_\alpha(t)$ are real, so $\Sigma(-\omega)=\Sigma(\omega)^*$ and $G(-\omega)=G(\omega)^*$ element by element; the two odd factors $\Gamma_\alpha$ give $(-1)^2$, hence $\mathcal T(-\omega)=\mathcal T(\omega)^*=\mathcal T(\omega)$. All matrices in \eqref{defs} are symmetric, so $G^T=G$, $G^\dagger=G^*$, and transposing inside the trace gives $\mathrm{Tr}[G^*\Gamma_RG\,\Gamma_L]=\mathrm{Tr}[\Gamma_RG\,\Gamma_LG^\dagger]$. $\square$

\subsection*{Proof of (a)}
For stationary Hermitian $A,B$ with $\langle A(\omega)B(\omega')^\dagger\rangle=2\pi\delta(\omega-\omega')S_{AB}$, the equal-time mean is $\langle B^TA\rangle=\int\frac{d\omega}{2\pi}\mathrm{Tr}\,S_{AB}$. Take $A=f=-\xi_L-(\Sigma_L+K_L)u_C$ from Lemma 1 and $B=\dot u_C$, so that $B^\dagger=+i\omega u_C^\dagger$. By (A2) $\xi_L$ and $\xi_R$ are uncorrelated, so $S_{\xi_Lu}=S_LG^\dagger$ and $S_{uu}=GSG^\dagger$ with $S=S_L+S_R$. Then
\begin{equation}
J=\int_{-\infty}^\infty\frac{d\omega}{2\pi}(-i\omega)X,\qquad X=\mathrm{Tr}\,[S_LG^\dagger+(\Sigma_L+K_L)GSG^\dagger].
\end{equation}
By Lemma 2, $S_\alpha\to k_BT_\alpha\Gamma_\alpha/\omega$ as $\omega\to0$, which is bounded by (A4). Then $\omega X$ is bounded at $\omega=0$ as well: besides $S$, the first term contains $\omega G^\dagger$, the second the product of $(\Sigma_L+K_L)G$ and $\omega G^\dagger$. No weight sits at $\omega=0$. Because $S$ is real and even, $X(-\omega)=X(\omega)^*$, so the imaginary part of $-i\omega X$ is odd and cancels, leaving $-\tfrac{i\omega}{2}(X-X^*)$. The conjugate of a trace is the trace of the adjoint, $X^*=\mathrm{Tr}[GS_L+GSG^\dagger(\Sigma_L^\dagger+K_L)]$. The Hermitian $K_L$ cancels in the difference:
\begin{align}
X-X^*&=\mathrm{Tr}[S_L(G^\dagger-G)]+\mathrm{Tr}[(\Sigma_L-\Sigma_L^\dagger)GSG^\dagger]\nonumber\\
&=i\,\mathrm{Tr}[S_LG\,\Gamma G^\dagger]-i\,\mathrm{Tr}[\Gamma_LGSG^\dagger].
\end{align}
Insert Lemma 2 with $N_\alpha=n_\alpha+\tfrac12$ and use $(-i)(i)=1$:
\begin{align}
-\tfrac{i\omega}2(X-X^*)&=\tfrac{\hbar\omega}2\big\{N_L\mathrm{Tr}[\Gamma_LG(\Gamma_L+\Gamma_R)G^\dagger]\nonumber\\
&\qquad-N_L\mathrm{Tr}[\Gamma_LG\,\Gamma_LG^\dagger]-N_R\mathrm{Tr}[\Gamma_LG\,\Gamma_RG^\dagger]\big\}\nonumber\\
&=\tfrac{\hbar\omega}2\,(n_L-n_R)\,\mathcal T .
\end{align}
The $LL$ terms cancel, and so do the zero-point halves. The factor $n_L-n_R$ is odd, $\omega$ is odd and $\mathcal T$ is even, so the negative frequencies double the positive ones and remove the $\tfrac12$. $\square$

\emph{Remark 1 (reach of the replacement $E\to\omega^2$).} For $\omega>0$ the matrices \eqref{defs} are the retarded ones of a tight-binding electron with Hamiltonian $D$ at energy $\omega^2$, so $\Sigma$ and $\Gamma$ have the dimension of a squared frequency. The measure in \eqref{caroli} is not obtained by that replacement: it is $d\omega/2\pi$, the energy carried is $\hbar\omega$, and the occupations are Bose functions of $\hbar\omega$. Anharmonic forces destroy the linearity used in Lemma 1.

\emph{Remark 2 (localized modes).} If (A3) fails through a non-degenerate localized mode of real, non-zero frequency with real vector $\phi$ and amplitude $Q(t)$, the centre keeps a memory of its initial state. The mode adds to \eqref{Jdef} a constant times $\langle\dot QQ\rangle=\tfrac12\frac{d}{dt}\langle Q^2\rangle$, whose time average vanishes because $\langle Q^2\rangle$ is bounded. Cross terms with modes of other frequencies oscillate and average to zero as well. Equation \eqref{caroli} then gives the time-averaged current; the example contains such a case.

\section{The junction of two chains}

\subsection*{Lemma 4 (chain lead)}
For a lead chain $(m,k)$ attached by a spring $k$ to a centre atom of mass $m$, with $\omega_m=2\sqrt{k/m}$ and $0<\omega<\omega_m$,
\begin{equation}
\Sigma=-\frac km e^{iq},\qquad\Gamma=\frac{2k}m\sin q=2\omega v,\qquad \omega=\omega_m\sin\frac q2,\quad 0<q<\pi,
\end{equation}
where $v=d\omega/dq$ is the group velocity in sites per unit time. For $\omega>\omega_m$, $\Gamma=0$.

\emph{Proof.} Put $\tau=k/m$. Every lead atom, the first included, has two springs, so $D_{jj}=2\tau$, $D_{j,j\pm1}=-\tau$, and $V=-\tau$. Solve $(\omega^2-D)y=e_1$ with $y_j=g\lambda^{j-1}$. Rows $j\ge2$ require $\omega^2-2\tau+\tau(\lambda+\lambda^{-1})=0$. Row 1 reads $(\omega^2-2\tau+\tau\lambda)g=1$, and the bracket equals $-\tau/\lambda$, so $g=-\lambda/\tau$ and $\Sigma=\tau^2g=-\tau\lambda$. With $\lambda=e^{iq}$ the bulk condition is $\omega^2=2\tau(1-\cos q)=4\tau\sin^2(q/2)$. Differentiating, $2\omega\,d\omega=2\tau\sin q\,dq$. For $d\omega=i\eta$ a normalizable $y$ needs $\mathrm{Im}\,q>0$, hence $\sin q>0$: the wave runs away from the centre. Then $\Gamma=-2\,\mathrm{Im}\,\Sigma=2\tau\sin q=2\omega v$. For $\omega>\omega_m$ one has $\lambda+\lambda^{-1}<-2$, the decaying root is real, and $\Gamma=0$. $\square$

The Caroli formula of part (a) is now proved, and Lemma 4 gives the self-energy of a chain lead. What remains is to prove the closed form (b) and its low-frequency limit (c) for two joined chains, and to derive the conductance and work through the numerical example.

Numbers in the example were calculated in double precision.
